**Maier-Stein model: loss of optimality of the on-axis escape path**

The program treats the drift $(x-x^3-\alpha xy^2,\,-(1+x^2)y)$ with isotropic noise of strength $\varepsilon$ and the action $S=\tfrac12\int|\dot z-b|^2dt$, all dimensionless. The result under test is that the path $y=0$ from $(-1,0)$ to $(0,0)$, with $S=1/2$, is optimal for $0<\alpha\le4$ and is replaced above 4 by off-axis paths with $S\simeq1/2-5(\alpha-4)^2/192$. It asserts that the factorised second variation agrees with the raw action for a test displacement, and that the discretised quadratic form gives a critical $\alpha$ of 4 (output: 3.9995). It asserts symbolically the expressions for $H(z,\nabla\Phi)$ that bound the action from below for $\alpha\le4$. The expansion coefficients $-1/12$ and $1/15$ are compared with actions evaluated by quadrature, $5/8$ with the squared amplitude of the minimising paths, and $5/192$ with their actions, both extrapolated to threshold. Minimisation returns to the axis at $\alpha=3$ and finds an off-axis path with $S=0.49481$ at $\alpha=4.5$. A separate minimisation with $x(t)$ and $y(t)$ both free is asserted to give the same action to within $3\times10^{-4}$.

## Numerical verification

```python
"""Maier-Stein model: when does the on-axis escape path stop being optimal?
Drift b = (x - x^3 - alpha*x*y^2, -(1 + x^2)*y), isotropic noise of strength eps.
Action S = (1/2) int |dz/dt - b|^2 dt; escape time ~ exp(S_min/eps).
Result under test: the path y = 0 from (-1,0) to (0,0), with S = 1/2, is a
minimiser for 0 < alpha <= 4 and not for alpha > 4, where
S_min = 1/2 - 5*(alpha-4)^2/192 + higher order.
All quantities are dimensionless."""
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import minimize
from numpy.polynomial import chebyshev as cheb


def drift(x, y, alpha):
    return x - x**3 - alpha*x*y**2, -(1 + x**2)*y


def axis_square(t):
    """x^2 along the on-axis escape path, written without overflow."""
    return 0.5*(1 - np.tanh(t))


# --- Second variation: raw action against the factorised quadratic form ---
t = np.linspace(-16, 18, 68001)
dt = t[1] - t[0]
s = axis_square(t)
x_axis = -np.sqrt(s)
x_dot = -(x_axis - x_axis**3)
eta = 1/np.cosh(t - 0.4)
eta_dot = -np.tanh(t - 0.4)*eta


def raw_action(amplitude, alpha):
    bx, by = drift(x_axis, amplitude*eta, alpha)
    return 0.5*np.sum((x_dot - bx)**2 + (amplitude*eta_dot - by)**2)*dt


alpha_test = 5.3
small = 1e-3
J_raw = (raw_action(small, alpha_test) - raw_action(0, alpha_test))/small**2
J_factor = 0.5*np.sum((eta_dot - (3*s - 1)*eta)**2
                      + (4 - alpha_test)*eta**2/np.cosh(t)**2)*dt
S_axis = raw_action(0, alpha_test)
assert abs(S_axis - 0.5) < 1e-6
assert abs(J_raw - J_factor) < 1e-4

# --- Critical alpha from the discretised second variation ---
# J = (1/2) eta.(A - alpha*B).eta ; eigenvalues of B relative to A are 1/alpha
n_grid = 800
edges = np.linspace(-12, 14, n_grid + 2)
h = edges[1] - edges[0]
mid = 0.5*(edges[1:] + edges[:-1])
q_mid = 1 + axis_square(mid)
D = np.zeros((n_grid + 1, n_grid))
index = np.arange(n_grid)
D[index, index] = 1/h + q_mid[:-1]/2
D[index + 1, index] = -1/h + q_mid[1:]/2
A = D.T @ D
s_in = axis_square(edges[1:-1])
B = np.diag(4*s_in*(1 - s_in))
inverse_alpha = eigh(B, A, eigvals_only=True,
                     subset_by_index=[n_grid - 1, n_grid - 1])
alpha_critical = 1/inverse_alpha[0]
assert abs(alpha_critical - 4) < 5e-3


# --- Transverse curvature w = pi/eta of the quasipotential on the axis ---
def curvature_run(alpha, t_end=12.0):
    def rhs(time, z):
        sq = axis_square(time)
        return [-(1 + sq)*z[0] + z[1],
                (1 + sq)*z[1] - 4*alpha*sq*(1 - sq)*z[0]]

    def focus(time, z):
        return z[0]
    focus.terminal = True
    return solve_ivp(rhs, (-8, t_end), [1.0, 4.0], events=focus,
                     rtol=1e-10, atol=1e-12, dense_output=True)


run3 = curvature_run(3.0)
w_saddle3 = run3.y[1, -1]/run3.y[0, -1]
assert run3.t_events[0].size == 0 and abs(w_saddle3 - 2) < 1e-3
run4 = curvature_run(4.0, 2.0)
t_check = np.linspace(-3, 2, 11)
values4 = run4.sol(t_check)
assert np.max(np.abs(values4[1]/values4[0] - 4*axis_square(t_check))) < 1e-4
assert curvature_run(3.9).t_events[0].size == 0
focus_x = {}
for alpha in (4.1, 4.5):
    event = curvature_run(alpha).t_events[0]
    assert event.size == 1
    focus_x[alpha] = -np.sqrt(axis_square(event[0]))
assert abs(focus_x[4.1]) < abs(focus_x[4.5])

# --- Lower bounds on the action: H(z, grad Phi) from its definition ---
X, Y, a = sp.symbols('x y alpha', real=True)
k = (a + 2)/3


def hamiltonian(Phi):
    px, py = sp.diff(Phi, X), sp.diff(Phi, Y)
    bx, by = drift(X, Y, a)
    return sp.expand(px*bx + py*by + (px**2 + py**2)/2)


Phi_inner = X**4/2 - X**2 + (k*X**2 + 2 - k)*Y**2
Phi_outer = -sp.Rational(1, 2) + 2*Y**2
Phi_low = X**4/2 - X**2 + (a*X**2 + 1)*Y**2
H_inner = -2*Y**2*(k - 1)*(2*k*X**2*Y**2 + (2 - k)*(1 - X**2)**2)
assert sp.expand(hamiltonian(Phi_inner) - H_inner) == 0
assert sp.expand(hamiltonian(Phi_outer) - 4*Y**2*(1 - X**2)) == 0
assert sp.expand(hamiltonian(Phi_low)
                 - 2*Y**2*(a*X**2 + 1)*(a - 1)*X**2) == 0
for side in (-1, 1):
    assert sp.expand((Phi_inner - Phi_outer).subs(X, side)) == 0
bound = Phi_inner.subs({X: 0, Y: 0}) - Phi_inner.subs({X: -1, Y: 0})
assert sp.simplify(bound - sp.Rational(1, 2)) == 0

# --- Geometric action of graphs y(x), in the mirror image x: 1 -> 0 ---
nodes, weights = np.polynomial.legendre.leggauss(200)
xg = 0.5*(nodes + 1)
wg = 0.5*weights
shape = xg*(1 - xg**2)
shape_slope = 1 - 3*xg**2


def geometric(y, slope, alpha):
    """Geometric action and its derivatives with respect to y and slope."""
    bx, by = drift(xg, y, alpha)
    speed = np.hypot(bx, by)
    length = np.sqrt(1 + slope**2)
    bx_y, by_y = -2*alpha*xg*y, -(1 + xg**2)
    value = np.sum(wg*(speed*length + bx + by*slope))
    d_y = (bx*bx_y + by*by_y)/speed*length + bx_y + by_y*slope
    d_slope = speed*slope/length + by
    return value, wg*d_y, wg*d_slope


def trial(amplitude, alpha):
    return geometric(amplitude*shape, amplitude*shape_slope, alpha)[0]


def extrapolate(coarse, fine, ratio):
    return (ratio*fine - coarse)/(ratio - 1)


quartic = extrapolate(*[(trial(c, 4.0) - 0.5)/c**4 for c in (0.1, 0.05)], 4)
quadratic = extrapolate(*[(trial(c, 5.0) - 0.5)/c**2 for c in (0.02, 0.01)], 4)
assert abs(quartic - 1/15) < 5e-4
assert abs(quadratic + 1/12) < 1e-5


def minimise_graph(alpha, n_coef, start):
    basis, basis_slope = [], []
    for j in range(n_coef):
        unit = np.eye(n_coef)[j]
        T = cheb.chebval(2*xg**2 - 1, unit)
        dT = cheb.chebval(2*xg**2 - 1, cheb.chebder(unit))*4*xg
        basis.append(shape*T)
        basis_slope.append(shape_slope*T + shape*dT)
    basis, basis_slope = np.array(basis), np.array(basis_slope)

    def cost(c):
        value, d_y, d_slope = geometric(c @ basis, c @ basis_slope, alpha)
        return value, basis @ d_y + basis_slope @ d_slope

    first = np.zeros(n_coef)
    first[0] = start
    best = minimize(cost, first, jac=True, method='BFGS',
                    options={'gtol': 1e-9, 'maxiter': 2000})
    fine_x = np.linspace(0, 1, 4001)
    fine_y = fine_x*(1 - fine_x**2)*cheb.chebval(2*fine_x**2 - 1, best.x)
    peak = np.argmax(np.abs(fine_y))
    amplitude = cheb.chebval(2/3 - 1, best.x)   # y/shape at x^2 = 1/3
    return best.fun, abs(fine_y[peak]), -fine_x[peak], amplitude


S3, ymax3, _, _ = minimise_graph(3.0, 8, 0.6)
assert abs(S3 - 0.5) < 1e-8 and ymax3 < 1e-3
S45_low = minimise_graph(4.5, 6, 0.5)[0]
S45, ymax45, xpeak45, amp45 = minimise_graph(4.5, 10, 0.5)
assert abs(S45 - S45_low) < 2e-5
assert S45 < 0.5 - 1e-3

deltas = (0.1, 0.05)
near = [minimise_graph(4 + d, 8, np.sqrt(0.6*d)) for d in deltas]
drop_coef = extrapolate(*[(0.5 - r[0])/d**2 for r, d in zip(near, deltas)], 2)
amp_coef = extrapolate(*[r[3]**2/d for r, d in zip(near, deltas)], 2)
assert abs(drop_coef/(5/192) - 1) < 0.02
assert abs(amp_coef/(5/8) - 1) < 0.05


# --- Time-dependent action with x(t) and y(t) both free ---
def minimise_in_time(alpha, steps=800):
    times = np.linspace(-8, 12, steps + 1)
    step = times[1] - times[0]
    inner = steps - 1

    def cost(z):
        x = np.concatenate(([-1.0], z[:inner], [0.0]))
        y = np.concatenate(([0.0], z[inner:], [0.0]))
        xm, ym = 0.5*(x[1:] + x[:-1]), 0.5*(y[1:] + y[:-1])
        bx, by = drift(xm, ym, alpha)
        rx, ry = np.diff(x)/step - bx, np.diff(y)/step - by
        mx = -0.5*step*(rx*(1 - 3*xm**2 - alpha*ym**2) - 2*ry*xm*ym)
        my = -0.5*step*(-2*alpha*rx*xm*ym - ry*(1 + xm**2))
        gx = rx[:-1] - rx[1:] + mx[:-1] + mx[1:]
        gy = ry[:-1] - ry[1:] + my[:-1] + my[1:]
        return 0.5*step*np.sum(rx**2 + ry**2), np.concatenate((gx, gy))

    start = np.concatenate((-np.sqrt(axis_square(times[1:-1])),
                            0.3/np.cosh(times[1:-1])))
    best = minimize(cost, start, jac=True, method='L-BFGS-B',
                    options={'maxiter': 15000, 'maxfun': 20000, 'maxcor': 30,
                             'ftol': 1e-14, 'gtol': 1e-8})
    return best.fun, np.max(np.abs(best.x[inner:]))


# tolerances cover the second-order error of the time step 0.025
S3_time, ymax3_time = minimise_in_time(3.0)
S45_time, ymax45_time = minimise_in_time(4.5)
assert abs(S3_time - 0.5) < 3e-4 and ymax3_time < 0.02
assert abs(S45_time - S45) < 3e-4
assert abs(ymax45_time - ymax45) < 0.01

eps = 0.002
factor = np.exp((0.5 - S45)/eps)
law45 = 0.5 - 5*0.5**2/192

print("All quantities are dimensionless")
print(f"on-axis action, by quadrature: {S_axis:.6f}")
print(f"second variation, test shape, alpha=5.3, raw action: {J_raw:.6f}")
print(f"second variation, same shape, factorised form: {J_factor:.6f}")
print(f"critical alpha from discretised second variation: {alpha_critical:.4f}")
print(f"curvature w at the saddle, alpha=3: {w_saddle3:.5f}")
print(f"focus on the axis, alpha=4.1: x = {focus_x[4.1]:.4f}")
print(f"focus on the axis, alpha=4.5: x = {focus_x[4.5]:.4f}")
print(f"A^2 coefficient at alpha=5: {quadratic:.6f} (-1/12 = {-1/12:.6f})")
print(f"A^4 coefficient at alpha=4: {quartic:.6f} (1/15 = {1/15:.6f})")
print(f"minimum geometric action, alpha=3: {S3:.8f}")
print(f"largest |y| of that path, alpha=3: {ymax3:.1e}")
print(f"minimum geometric action, alpha=4.5, 6 coefficients: {S45_low:.7f}")
print(f"minimum geometric action, alpha=4.5, 10 coefficients: {S45:.7f}")
print(f"largest |y|, alpha=4.5: {ymax45:.4f} at x = {xpeak45:.3f}")
print(f"amplitude y/(|x|(1-x^2)) at x^2=1/3, alpha=4.5: {amp45:.4f}")
print(f"leading-order amplitude, alpha=4.5: {np.sqrt(5*0.5/8):.4f}")
print(f"leading-order action, alpha=4.5: {law45:.7f}")
print(f"time-dependent minimum action, alpha=3: {S3_time:.5f}")
print(f"time-dependent minimum action, alpha=4.5: {S45_time:.5f}")
print(f"time-dependent largest |y|, alpha=4.5: {ymax45_time:.4f}")
for d, r in zip(deltas, near):
    print(f"minimum action, alpha={4+d:.2f}: {r[0]:.8f}")
print(f"(1/2-S)/(alpha-4)^2, extrapolated: {drop_coef:.6f}")
print(f"5/192 = {5/192:.6f}")
print(f"A^2/(alpha-4), extrapolated: {amp_coef:.4f} (5/8 = {5/8:.4f})")
print(f"noise strength eps: {eps}")
print(f"action lowering, alpha=4.5: {0.5-S45:.6f}")
print(f"exponential factor exp((1/2-S)/eps), alpha=4.5: {factor:.2f}")
print("finished without a failed check")
```

Printed output:

```
All quantities are dimensionless
on-axis action, by quadrature: 0.500000
second variation, test shape, alpha=5.3, raw action: -0.717487
second variation, same shape, factorised form: -0.717494
critical alpha from discretised second variation: 3.9995
curvature w at the saddle, alpha=3: 2.00000
focus on the axis, alpha=4.1: x = -0.0942
focus on the axis, alpha=4.5: x = -0.2199
A^2 coefficient at alpha=5: -0.083333 (-1/12 = -0.083333)
A^4 coefficient at alpha=4: 0.066667 (1/15 = 0.066667)
minimum geometric action, alpha=3: 0.50000000
largest |y| of that path, alpha=3: 9.3e-10
minimum geometric action, alpha=4.5, 6 coefficients: 0.4948140
minimum geometric action, alpha=4.5, 10 coefficients: 0.4948140
largest |y|, alpha=4.5: 0.1921 at x = -0.564
amplitude y/(|x|(1-x^2)) at x^2=1/3, alpha=4.5: 0.4988
leading-order amplitude, alpha=4.5: 0.5590
leading-order action, alpha=4.5: 0.4934896
time-dependent minimum action, alpha=3: 0.50001
time-dependent minimum action, alpha=4.5: 0.49483
time-dependent largest |y|, alpha=4.5: 0.1921
minimum action, alpha=4.10: 0.49975172
minimum action, alpha=4.05: 0.49993644
(1/2-S)/(alpha-4)^2, extrapolated: 0.026020
5/192 = 0.026042
A^2/(alpha-4), extrapolated: 0.6245 (5/8 = 0.6250)
noise strength eps: 0.002
action lowering, alpha=4.5: 0.005186
exponential factor exp((1/2-S)/eps), alpha=4.5: 13.37
finished without a failed check
```
